# How often does a substitutional dopant atom become mobile?: a numerical check

```python
"""
Result under test: a dopant released at rate g, with depth displacement
kernel w(x) = exp(-|x|/L)/(2L), has diffusivity D = g L^2.
Thus its mean wait between excursions is 1/g = L^2/D.
D: dopant diffusivity; L: kernel decay length; D_m: mobile diffusivity;
r: capture rate of a mobile atom. Internal units are nm and s.
Material inputs are rough values for boron in silicon near 1100 K.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq
from scipy.special import erfc

CM2_TO_NM2 = 1.0e14
D_cm = 1.0e-16
D = D_cm * CM2_TO_NM2
L = 10.0
wait = L**2 / D
g = 1.0 / wait
anneal = 3600.0
tail_x = 40.0
D_m_cm = 1.0e-6
D_m = D_m_cm * CM2_TO_NM2
r = D_m / L**2
lattice_constant = 0.543
plane = lattice_constant / 4.0


def kernel(x):
    return np.exp(-abs(x) / L) / (2.0 * L)


# Capture distribution of a walker hopping between discrete planes.
half = int(40.0 * L / plane)
x_plane = plane * np.arange(-half, half + 1)
hop_rate = 2.0 * D_m / plane**2
bands = np.zeros((3, x_plane.size))
bands[0, 1:] = -hop_rate / 2.0
bands[1] = hop_rate + r
bands[2, :-1] = -hop_rate / 2.0
source = np.zeros(x_plane.size)
source[half] = 1.0
captured = r * solve_banded((1, 1), bands, source)
lattice_variance = np.sum(captured * x_plane**2)
assert abs(captured.sum() - 1.0) < 1e-9
assert np.max(abs(captured / plane - kernel(x_plane))) < 1e-3 / L
assert abs(lattice_variance / (2.0 * L**2) - 1.0) < 1e-8
i1, i2 = half + int(2 * L / plane), half + int(8 * L / plane)
lattice_decay = ((x_plane[i2] - x_plane[i1])
                 / np.log(captured[i1] / captured[i2]))
lattice_shift = lattice_variance / (2.0 * lattice_decay**2) - 1.0
assert abs(lattice_shift / (-plane**2 / (12 * L**2)) - 1) < 0.01

# Moments of the continuous kernel, by quadrature.
norm = 2.0 * quad(kernel, 0, np.inf)[0]
mean_abs = 2.0 * quad(lambda x: x * kernel(x), 0, np.inf)[0]
mean_square = 2.0 * quad(lambda x: x**2 * kernel(x), 0, np.inf)[0]
assert abs(norm - 1) < 1e-8
assert abs(mean_abs / L - 1) < 1e-8
assert abs(mean_square / (2 * L**2) - 1) < 1e-8
wrong_wait = mean_abs**2 / (2.0 * D)

# Fourier response obtained by direct cosine integration.
period = 100.0
k = 2.0 * np.pi / period
transform = 2.0 * quad(kernel, 0, 40 * L, weight="cos", wvar=k)[0]
response = g * (1.0 - transform) / (D * k**2)
assert abs(response * (1.0 + (k * L)**2) - 1.0) < 1e-7


# Projection of the three-dimensional capture density onto depth.
def density_3d(radius):
    return np.exp(-radius / L) / (4.0 * np.pi * L**2 * radius)


for depth in (3.0, 10.0, 25.0):
    projected = quad(lambda rho: 2 * np.pi * rho
                     * density_3d(np.hypot(rho, depth)), 0, np.inf)[0]
    assert abs(projected / kernel(depth) - 1.0) < 1e-6


def wait_from_radial_weight(power):
    """Radial probability proportional to radius**power exp(-radius/L)."""
    # Scaled radius u = radius/L keeps the quadrature well conditioned.
    weight = quad(lambda u: u**power * np.exp(-u), 0, np.inf)[0]
    second = quad(lambda u: u**(power + 2) * np.exp(-u), 0, np.inf)[0]
    return L**2 * second / weight / 3.0 / (2.0 * D)


wait_yukawa = wait_from_radial_weight(1)
wait_density = wait_from_radial_weight(2)
wait_distance = wait_from_radial_weight(0)
assert abs(wait_yukawa / wait - 1) < 1e-7
assert abs(wait_density / (2 * wait) - 1) < 1e-7
assert abs(wait_distance / (wait / 3) - 1) < 1e-7


# Event simulation: displacement comes from diffusion until capture.
def simulate(number, null_fraction, seed):
    rng = np.random.default_rng(seed)
    clock = np.zeros(number)
    position = np.zeros(number)
    moves = np.zeros(number, dtype=int)
    active = np.arange(number)
    attempt_wait = wait * (1.0 - null_fraction)
    while active.size:
        clock[active] += rng.exponential(attempt_wait, active.size)
        active = active[clock[active] < anneal]
        moving = active[rng.random(active.size) >= null_fraction]
        flight = rng.exponential(1.0 / r, moving.size)
        step = rng.normal(size=moving.size) * np.sqrt(2 * D_m * flight)
        position[moving] += step
        clock[moving] += flight
        moves[moving] += 1
    return position, moves


number = 1_000_000
unmoved = np.exp(-g * anneal)
once_tail = g * anneal * unmoved * np.exp(-tail_x / L)
simulated = []
for null_fraction, seed in ((0.0, 12), (0.5, 34)):
    position, moves = simulate(number, null_fraction, seed)
    measured_D = np.mean(position**2) / (2.0 * anneal)
    error_D = np.std(position**2) / np.sqrt(number) / (2 * anneal)
    stayed = np.mean(moves == 0)
    far = abs(position) > tail_x
    once_far = np.mean(far & (moves == 1))
    # Five standard errors of the finite random sample.
    assert abs(measured_D - D) < 5 * error_D
    assert abs(stayed - unmoved) < 5 * np.sqrt(
        unmoved * (1 - unmoved) / number)
    assert abs(once_far - once_tail) < 5 * np.sqrt(once_tail / number)
    simulated.append((measured_D, error_D, stayed, once_far, far.mean()))
rms = np.sqrt(2.0 * D * anneal)
gaussian_tail = erfc(tail_x / (np.sqrt(2.0) * rms))
assert simulated[0][4] > 100 * gaussian_tail

# Moment equations with comparable waiting and mobile times.
gt, rt, dt = 1.0, 3.0, 2.0
moment_matrix = np.array([[-gt, rt, 0, 0], [gt, -rt, 0, 0],
                          [0, 0, -gt, rt], [0, 2 * dt, gt, -rt]])
start = np.array([1.0, 0, 0, 0])
late = [(expm(moment_matrix * t) @ start)[2:].sum() for t in (20, 21)]
two_state_D = (late[1] - late[0]) / 2.0
assert abs(two_state_D / (gt * dt / rt / (1 + gt / rt)) - 1) < 1e-8
lifetime_correction = 1.0 / (1.0 + g / r) - 1.0

# Charge neutrality, solved in units of the intrinsic concentration.
boron, intrinsic = 1.0e18, 2.0e18


def hole_ratio(c):
    return brentq(lambda p: p - 1 / p - c, 0.1, 10 + c, xtol=1e-13)


c = boron / intrinsic
p_ratio = hole_ratio(c)
dc = 1e-4
apparent = ((c + dc) * hole_ratio(c + dc)
            - (c - dc) * hole_ratio(c - dc)) / (2 * dc)
formula = p_ratio * (1 + c / np.sqrt(c**2 + 4))
assert abs(p_ratio - (c + np.sqrt(c**2 + 4)) / 2) < 1e-9
assert abs(apparent / formula - 1) < 1e-6

# Temperature and supersaturation estimates at fixed kernel length.
temperature, activation, dT = 1100.0, 3.5, 10.0
k_eV = Boltzmann / elementary_charge
hot_factor = np.exp(activation / k_eV
                    * (1 / temperature - 1 / (temperature + dT)))
supersaturation = 100.0

print(f"Dopant diffusivity: {D_cm:.1e} cm^2/s = {D:.3g} nm^2/s")
print(f"Kernel decay length: {L:.1f} nm")
print(f"Kernel mean absolute displacement: {mean_abs:.3f} nm")
print(f"Kernel mean square displacement: {mean_square:.3f} nm^2")
print(f"Excursion rate: {g:.3e} 1/s")
print(f"Mean wait: {wait:.1f} s = {wait / 3600:.3f} h")
print(f"Wait if mean distance is wrongly squared: {wrong_wait:.1f} s")
for other_L in (5.0, 20.0):
    print(f"Wait for L = {other_L:.0f} nm: {other_L**2 / D:.1f} s")
print(f"Wait, 3D density exp(-r/L)/r: {wait_yukawa:.1f} s")
print(f"Wait, 3D density exp(-r/L): {wait_density:.1f} s")
print(f"Wait, radial distance exp(-r/L): {wait_distance:.1f} s")
print(f"Anneal time: {anneal:.0f} s")
print(f"Mean excursions per atom: {g * anneal:.3f}")
print(f"Unmoved fraction, formula: {unmoved:.4f}")
print(f"Unmoved fraction, simulation: {simulated[0][2]:.4f}")
print(f"Root mean square spread: {rms:.3f} nm")
print(f"Simulated atoms per run: {number}")
print(f"Simulated diffusivity: {simulated[0][0]:.5f} nm^2/s")
print(f"Its standard error: {simulated[0][1]:.5f} nm^2/s")
print(f"Tail distance, both sides: {tail_x:.1f} nm")
print(f"Once-moved tail fraction, formula: {once_tail:.3e}")
print(f"Once-moved tail fraction, simulation: {simulated[0][3]:.3e}")
print(f"Total tail fraction, simulation: {simulated[0][4]:.3e}")
print(f"Gaussian tail fraction: {gaussian_tail:.3e}")
print(f"Test profile period: {period:.1f} nm; kL = {k * L:.4f}")
print(f"Its effective diffusivity / D: {response:.4f}")
print(f"Release interval if half return to origin: {wait / 2:.1f} s")
print(f"Simulated D with half returning: {simulated[1][0]:.5f} nm^2/s")
print(f"Rough mobile diffusivity: {D_m_cm:.1e} cm^2/s")
print(f"Mean mobile lifetime: {1 / r:.3e} s")
print(f"Relative D change from mobile time: {lifetime_correction:.2e}")
print(f"Silicon lattice constant, rough: {lattice_constant:.3f} nm")
print(f"Hop distance along depth: {plane:.5f} nm")
print(f"Mean hops per excursion: {hop_rate / r:.0f}")
print(f"Relative wait change from lattice: {lattice_shift:.2e}")
print(f"Temperature, rough: {temperature:.0f} K")
print(f"Activation energy of D, rough: {activation:.2f} eV")
print(f"D factor for +{dT:.0f} K: {hot_factor:.3f}")
print(f"Wait at +{dT:.0f} K, fixed L: {wait / hot_factor:.0f} s")
print(f"Boron concentration: {boron:.1e} cm^-3")
print(f"Intrinsic concentration, rough: {intrinsic:.1e} cm^-3")
print(f"Hole ratio p/n_i: {p_ratio:.4f}")
print(f"Wait with doping enhancement: {wait / p_ratio:.0f} s")
print(f"Apparent D / intrinsic D with doping: {apparent:.4f}")
print(f"Assumed interstitial supersaturation: {supersaturation:.0f}")
print(f"Wait with supersaturation: {wait / supersaturation:.1f} s")
print("success")
```

It prints:

```
Dopant diffusivity: 1.0e-16 cm^2/s = 0.01 nm^2/s
Kernel decay length: 10.0 nm
Kernel mean absolute displacement: 10.000 nm
Kernel mean square displacement: 200.000 nm^2
Excursion rate: 1.000e-04 1/s
Mean wait: 10000.0 s = 2.778 h
Wait if mean distance is wrongly squared: 5000.0 s
Wait for L = 5 nm: 2500.0 s
Wait for L = 20 nm: 40000.0 s
Wait, 3D density exp(-r/L)/r: 10000.0 s
Wait, 3D density exp(-r/L): 20000.0 s
Wait, radial distance exp(-r/L): 3333.3 s
Anneal time: 3600 s
Mean excursions per atom: 0.360
Unmoved fraction, formula: 0.6977
Unmoved fraction, simulation: 0.6979
Root mean square spread: 8.485 nm
Simulated atoms per run: 1000000
Simulated diffusivity: 0.01000 nm^2/s
Its standard error: 0.00004 nm^2/s
Tail distance, both sides: 40.0 nm
Once-moved tail fraction, formula: 4.600e-03
Once-moved tail fraction, simulation: 4.670e-03
Total tail fraction, simulation: 7.784e-03
Gaussian tail fraction: 2.428e-06
Test profile period: 100.0 nm; kL = 0.6283
Its effective diffusivity / D: 0.7170
Release interval if half return to origin: 5000.0 s
Simulated D with half returning: 0.00999 nm^2/s
Rough mobile diffusivity: 1.0e-06 cm^2/s
Mean mobile lifetime: 1.000e-06 s
Relative D change from mobile time: -1.00e-10
Silicon lattice constant, rough: 0.543 nm
Hop distance along depth: 0.13575 nm
Mean hops per excursion: 10853
Relative wait change from lattice: -1.54e-05
Temperature, rough: 1100 K
Activation energy of D, rough: 3.50 eV
D factor for +10 K: 1.395
Wait at +10 K, fixed L: 7170 s
Boron concentration: 1.0e+18 cm^-3
Intrinsic concentration, rough: 2.0e+18 cm^-3
Hole ratio p/n_i: 1.2808
Wait with doping enhancement: 7808 s
Apparent D / intrinsic D with doping: 1.5914
Assumed interstitial supersaturation: 100
Wait with supersaturation: 100.0 s
success
```
